# Why slow Nose-Hoover baths can distort heat flow in nearly harmonic crystals: a numerical check

```python
"""Can slow local Nose-Hoover baths hold two temperatures without heat flow?

Result under test: in a harmonic chain whose modes weight the two bath regions
differently, slow Nose-Hoover feedback gives zero mean current to leading order,
keeps a memory of the initial mode energies, and still meets both set
temperatures. Langevin baths give a finite current. Strong anharmonicity
restores the Nose-Hoover current.

Reduced units: light mass = spring constant = k_B = mean temperature = 1.
x, v      mass-weighted displacements and velocities
zeta      Nose-Hoover friction of the hot and cold bath; S is its time integral
weights   squared eigenvector components of each mode summed over each bath
tau       Nose-Hoover response time; gamma is the Langevin friction
beta      quartic bond strength, bond energy r^2/2 + beta r^4/4
Current is positive from hot to cold.
"""
import numpy as np
from scipy.linalg import solve_continuous_lyapunov, null_space
from scipy.optimize import minimize

N = 6
HOT, COLD = slice(0, 2), slice(4, 6)
G = 2
T = np.array([1.2, 0.8])
DT = T[0] - T[1]
TAU = 20.0
GAMMA = 1.0 / TAU
H = 0.1


def crystal(masses):
    """Bond matrix, dynamical matrix, frequencies, modes and bath weights."""
    bonds = np.zeros((N + 1, N))
    for j in range(N):
        bonds[j, j] = 1.0
        bonds[j + 1, j] = -1.0
    bonds = bonds / np.sqrt(masses)
    dyn = bonds.T @ bonds
    w2, modes = np.linalg.eigh(dyn)
    weights = np.array([(modes[HOT]**2).sum(0), (modes[COLD]**2).sum(0)])
    return bonds, dyn, np.sqrt(w2), modes, weights


def langevin(dyn, modes, freq, gamma, temps):
    """Exact stationary current, mode energies and bath kinetic temperatures."""
    friction, noise = np.zeros(N), np.zeros(N)
    for region, temp in zip((HOT, COLD), temps):
        friction[region] = gamma
        noise[region] = 2 * gamma * temp
    drift = np.block([[np.zeros((N, N)), np.eye(N)],
                      [-dyn, -np.diag(friction)]])
    source = np.diag(np.concatenate([np.zeros(N), noise]))
    cov = solve_continuous_lyapunov(drift, -source)
    cxx, cvv = cov[:N, :N], cov[N:, N:]
    energy = 0.5 * (np.diag(modes.T @ cvv @ modes)
                    + freq**2 * np.diag(modes.T @ cxx @ modes))
    kinetic = np.diag(cvv)
    current = gamma * np.sum(temps[0] - kinetic[HOT])
    return current, energy, np.array([kinetic[HOT].mean(),
                                      kinetic[COLD].mean()])


def nose_hoover(system, beta, steps, seed):
    """Reversible splitting; harmonic motion is propagated exactly."""
    bonds, dyn, freq, modes, weights = system
    rng = np.random.default_rng(seed)
    count = len(beta)
    x = modes @ (rng.standard_normal((N, count)) / freq[:, None])
    v = rng.standard_normal((N, count))
    y = np.vstack([x, v])
    cosine = (modes * np.cos(freq * H)) @ modes.T
    sine_over = (modes * (np.sin(freq * H) / freq)) @ modes.T
    sine_times = (modes * (np.sin(freq * H) * freq)) @ modes.T
    propagate = np.block([[cosine, sine_over], [-sine_times, cosine]])
    anharmonic = bool(np.any(beta > 0))
    kick_scale = -0.5 * H * beta
    pick = np.zeros((2, N))
    pick[0, HOT] = 1
    pick[1, COLD] = 1
    target = (G * T)[:, None]
    half = 0.5 * H / TAU**2
    zeta = np.zeros((2, count))
    S = np.zeros_like(zeta)
    heat = np.zeros_like(zeta)

    def mode_energy(state):
        a, b = modes.T @ state[:N], modes.T @ state[N:]
        return 0.5 * (b * b + (freq[:, None] * a)**2)

    start = mode_energy(y)
    burn = steps // 5
    kin_sum = np.zeros_like(zeta)
    zeta2_sum = np.zeros_like(zeta)
    e_sum, log_sum = np.zeros_like(start), np.zeros_like(start)
    s_sum = np.zeros_like(zeta)
    samples = 0
    early = None
    for step in range(steps):
        if step == burn:
            heat_burn, s_burn = heat.copy(), S.copy()
        y = propagate @ y
        v = y[N:]
        if anharmonic:
            r = bonds @ y[:N]
            kick = (bonds.T @ (r * r * r)) * kick_scale
            v += kick
        kin = pick @ (v * v)
        zeta += half * (kin / target - 1)
        scale = np.exp(-H * zeta)
        after = kin * scale * scale
        heat += 0.5 * (after - kin)
        S += H * zeta
        zeta += half * (after / target - 1)
        v[HOT] *= scale[0]
        v[COLD] *= scale[1]
        if anharmonic:
            v += kick
        if step == 999:
            early = zeta.copy()
        if step >= burn:
            kin_sum += 0.5 * (kin + after)
            if step % 20 == 0:
                energy = mode_energy(y)
                e_sum += energy
                log_sum += np.log(energy)
                s_sum += S
                zeta2_sum += zeta**2
                samples += 1
    span = (steps - burn) * H
    extended = (mode_energy(y).sum(0) - start.sum(0)
                + np.sum(target * (0.5 * TAU**2 * zeta**2 + S), axis=0))
    return dict(power=(heat - heat_burn) / span,
                zeta_mean=(S - s_burn) / span,
                temp=kin_sum / (steps - burn) / G,
                energy=e_sum / samples, log_late=log_sum / samples,
                s_late=s_sum / samples, start=start, early=early,
                zeta_rms=np.sqrt(zeta2_sum.mean(1) / samples),
                extended=extended, span=span)


def mean_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


# Light-heavy junction: mode weights and the Langevin steady state.
junction = crystal(np.array([1., 1., 1., 3., 3., 3.]))
bonds, dyn, freq, modes, weights = junction
ratio = weights[0] / weights[1]
assert ratio.min() < T[0] / T[1] < ratio.max()
assert weights.sum(0).min() > 1e-3

J_lang, E_lang, T_lang = langevin(dyn, modes, freq, GAMMA, T)
_, E_equal, _ = langevin(dyn, modes, freq, GAMMA, np.ones(2))
assert np.allclose(E_equal, 1.0, atol=1e-8)

weak_sum = np.sum(weights[0] * weights[1] / weights.sum(0))
weak_energy = (T @ weights) / weights.sum(0)
small_gamma = 0.005
J_small, E_small, _ = langevin(dyn, modes, freq, small_gamma, T)
J_formula = small_gamma * DT * weak_sum
assert abs(J_small / J_formula - 1) < 0.01
assert np.max(np.abs(E_small - weak_energy)) < 0.01


# Bottom of the averaged potential for equal initial mode energies.
def bowl(s):
    return np.sum(np.exp(-s @ weights)) + np.sum(G * T * s)


bottom = minimize(bowl, np.zeros(2), method="BFGS", options={"gtol": 1e-6})
E_rest = np.exp(-bottom.x @ weights)
assert np.allclose(weights @ E_rest / G, T, atol=1e-4)

# Nose-Hoover trajectories for three bond anharmonicities.
betas = np.array([0.0, 0.05, 1.0])
copies = 40
steps = 80000
run = nose_hoover(junction, np.repeat(betas, copies), steps, 7)
groups = [slice(i * copies, (i + 1) * copies) for i in range(3)]
through = 0.5 * (run["power"][0] - run["power"][1])
currents = [mean_error(through[g]) for g in groups]
bath_temps = [run["temp"][:, g].mean(1) for g in groups]

# Memory: change of the predicted invariants relative to their initial spread.
invariant = null_space(weights)
log_start = np.log(run["start"])
memory_loss = []
for g in groups:
    initial = invariant.T @ log_start[:, g]
    change = invariant.T @ (run["log_late"][:, g] - log_start[:, g])
    memory_loss.append(np.sqrt(change.var(1).sum() / initial.var(1).sum()))
harm, strong = groups[0], groups[2]
residual = (run["log_late"][:, harm] - log_start[:, harm]
            + weights.T @ run["s_late"][:, harm])
median_residual = np.median(np.abs(residual))
extended_error = np.max(np.abs(run["extended"][harm]))
J_from_zeta = -G * T[0] * run["zeta_mean"][0, strong].mean()
J_hot_strong = run["power"][0, strong].mean()
J_cold_strong = -run["power"][1, strong].mean()

# Uniform chain: equal bath weights remove the restoring potential.
uniform = crystal(np.ones(N))
assert np.allclose(uniform[4][0], uniform[4][1], atol=1e-10)
mirror = nose_hoover(uniform, np.zeros(80), 30000, 11)
drift = np.mean(T[0] * mirror["early"][0] - T[1] * mirror["early"][1])
drift_formula = -DT * 1000 * H / TAU**2
J_mirror = mean_error(0.5 * (mirror["power"][0] - mirror["power"][1]))
T_mirror = mirror["temp"].mean(1)

print("Reduced units: m = k = k_B = T_mean = 1; time sqrt(m/k)")
print("Energy unit k_B T_mean; current unit k_B T_mean sqrt(k/m)")
print(f"Atoms {N}; light mass 1, heavy mass 3; bath atoms per end {G}")
print(f"Set temperatures, hot and cold: {T[0]:.2f} {T[1]:.2f}")
print(f"Nose-Hoover tau {TAU:.1f}; Langevin gamma {GAMMA:.3f}")
print(f"Time step {H:.2f}; averaging time {run['span']:.0f}")
print(f"Trajectories per anharmonicity: {copies}")
print("Mode: frequency, hot weight, cold weight, three energies")
print("Energies: Langevin, bowl minimum, Nose-Hoover harmonic mean")
E_nh = run["energy"][:, harm].mean(1)
for k in range(N):
    print(f"mode {k+1}: {freq[k]:.4f} {weights[0,k]:.4f} {weights[1,k]:.4f}"
          f" {E_lang[k]:.4f} {E_rest[k]:.4f} {E_nh[k]:.4f}")
print(f"Hot/cold weight ratio, min and max: {ratio.min():.4f}"
      f" {ratio.max():.4f}")
print(f"Required ratio T_hot/T_cold: {T[0]/T[1]:.4f}")
print(f"Langevin current at gamma={GAMMA:.3f}: {J_lang:.6f}")
print(f"Weak-coupling formula there: {GAMMA*DT*weak_sum:.6f}")
print(f"Langevin bath kinetic temperatures: {T_lang[0]:.4f} {T_lang[1]:.4f}")
print(f"Small-gamma test: gamma {small_gamma:.3f}, exact {J_small:.7f},"
      f" formula {J_formula:.7f}")
print(f"Equal-T Langevin max mode error: {np.max(abs(E_equal-1)):.1e}")
for b, (j, err), temps, loss in zip(betas, currents, bath_temps, memory_loss):
    print(f"NH beta={b:.2f}: current {j:.6f} +/- {err:.6f} (std. error)")
    print(f"  bath temperatures {temps[0]:.4f} {temps[1]:.4f};"
          f" memory loss ratio {loss:.4f}")
print(f"Harmonic NH current / Langevin current: {currents[0][0]/J_lang:.4f}")
print(f"Median error of harmonic log-energy law: {median_residual:.4f}")
print(f"Max harmonic extended-energy error: {extended_error:.2e}")
print(f"Harmonic RMS friction, hot and cold:"
      f" {np.sqrt(np.mean(run['zeta_mean'][0,harm]**2)):.6f}"
      f" {np.sqrt(np.mean(run['zeta_mean'][1,harm]**2)):.6f}"
      " (of time means)")
print(f"beta=1 current: hot bath {J_hot_strong:.6f}, cold bath"
      f" {J_cold_strong:.6f}, from friction {J_from_zeta:.6f}")
print(f"Uniform chain drift at time {1000*H:.0f}: {drift:.5f},"
      f" formula {drift_formula:.5f}")
print(f"Uniform chain NH current: {J_mirror[0]:.6f} +/- {J_mirror[1]:.6f}")
print(f"Uniform chain averaging time: {mirror['span']:.0f}")
print(f"Uniform bath temperatures: {T_mirror[0]:.4f} {T_mirror[1]:.4f}")
print(f"Uniform instantaneous RMS friction: {mirror['zeta_rms'][0]:.4f}"
      f" {mirror['zeta_rms'][1]:.4f}")

# Finite trajectories and finite tau set the statistical tolerances.
assert np.max(np.abs(bath_temps[0] - T)) < 0.01
assert abs(currents[0][0]) < 0.25 * J_lang
assert memory_loss[0] < 0.5 and memory_loss[2] > 0.7
assert median_residual < 0.2
assert extended_error < 0.05
assert currents[2][0] > 10 * currents[2][1]
assert currents[2][0] > 5 * abs(currents[0][0])
assert abs(J_hot_strong - J_cold_strong) < 0.05 * currents[2][0]
assert abs(J_from_zeta - J_hot_strong) < 0.05 * currents[2][0]
assert abs(drift / drift_formula - 1) < 0.15
print("every check passed")
```

Printed output:

```
Reduced units: m = k = k_B = T_mean = 1; time sqrt(m/k)
Energy unit k_B T_mean; current unit k_B T_mean sqrt(k/m)
Atoms 6; light mass 1, heavy mass 3; bath atoms per end 2
Set temperatures, hot and cold: 1.20 0.80
Nose-Hoover tau 20.0; Langevin gamma 0.050
Time step 0.10; averaging time 6400
Trajectories per anharmonicity: 40
Mode: frequency, hot weight, cold weight, three energies
Energies: Langevin, bowl minimum, Nose-Hoover harmonic mean
mode 1: 0.3047 0.0654 0.4241 0.8537 0.8005 0.6442
mode 2: 0.6590 0.2229 0.5443 0.9162 0.8099 0.7856
mode 3: 0.8855 0.4362 0.3111 1.0348 1.0467 0.9946
mode 4: 1.0592 0.0948 0.7154 0.8481 0.6814 0.8133
mode 5: 1.4562 0.4680 0.0049 1.1958 1.2825 1.3243
mode 6: 1.8564 0.7128 0.0002 1.1999 1.4672 1.4754
Hot/cold weight ratio, min and max: 0.1325 3887.4360
Required ratio T_hot/T_cold: 1.5000
Langevin current at gamma=0.050: 0.009458
Weak-coupling formula there: 0.009702
Langevin bath kinetic temperatures: 1.1054 0.8946
Small-gamma test: gamma 0.005, exact 0.0009700, formula 0.0009702
Equal-T Langevin max mode error: 2.1e-14
NH beta=0.00: current -0.000004 +/- 0.000044 (std. error)
  bath temperatures 1.2001 0.8003; memory loss ratio 0.2706
NH beta=0.05: current 0.000256 +/- 0.000095 (std. error)
  bath temperatures 1.1999 0.7998; memory loss ratio 0.8884
NH beta=1.00: current 0.004209 +/- 0.000365 (std. error)
  bath temperatures 1.1982 0.8003; memory loss ratio 1.0284
Harmonic NH current / Langevin current: -0.0005
Median error of harmonic log-energy law: 0.0599
Max harmonic extended-energy error: 1.44e-04
Harmonic RMS friction, hot and cold: 0.000189 0.000162 (of time means)
beta=1 current: hot bath 0.004185, cold bath 0.004233, from friction 0.004253
Uniform chain drift at time 100: -0.09656, formula -0.10000
Uniform chain NH current: 0.472458 +/- 0.001126
Uniform chain averaging time: 2400
Uniform bath temperatures: 1.2092 0.7977
Uniform instantaneous RMS friction: 0.2178 0.3112
every check passed
```
